# Energy derivative of the APW secular matrix and counting its roots, part 2

Hartree atomic units are used. A crystal has one sphere of radius $R$ at the origin of a cell of volume $\Omega$. The potential $V(r)$ is spherical and bounded below inside, zero outside. For a Bloch vector $\mathbf k$ take $N$ vectors $\mathbf K=\mathbf k+\mathbf G$ and an angular cutoff $L$. With $u_l(r,E)$ the regular radial solution at energy $E$, the augmented plane wave (APW) is $\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ outside, and inside

$$\phi_{\mathbf K}=\sum_{l\le L,m}a_{lm}(\mathbf K)\,\frac{u_l(r,E)}{u_l(R,E)}\,Y_{lm}(\hat r),\qquad a_{lm}(\mathbf K)=\frac{4\pi i^l}{\sqrt\Omega}\,j_l(KR)\,Y^*_{lm}(\hat K).$$

The components $l>L$ are missing inside, so at finite $L$ it jumps at $R$. A dot means $\partial/\partial E$, a prime on a radial function $\partial/\partial r$. Define

$$Q_E(f,g)=\int\left[\tfrac12\nabla f^*\!\cdot\!\nabla g+(V-E)f^*g\right]d^3r ,$$

with sphere part

$$Q_E^{\rm sph}(f,g)=\tfrac12R^2\!\oint f^*\partial_rg\,d\hat r+\int f^*\left(-\tfrac12\nabla^2+V-E\right)g\,d^3r. \tag{1}$$

The secular matrix $M_{\mathbf{KK'}}=Q_E(\phi_{\mathbf K},\phi_{\mathbf K'})$ and the overlap $S$ are

$$M=\left(\tfrac12\mathbf K\cdot\mathbf K'-E\right)I_{\mathbf{KK'}}+\tfrac12\sum_{l\le L}D_lW_l,\qquad S=I+\sum_{l\le L}\frac{n_l}{R^2}W_l. \tag{2}$$

Here $I$ is the interstitial overlap (diagonal $1-4\pi R^3/3\Omega$, smallest eigenvalue $s>0$), $D_l=u_l'(R)/u_l(R)$, $n_l=\int_0^Ru_l^2r^2dr/u_l(R)^2$, $\dot D_l=-2n_l/R^2$, and $W_l=R^2a_l^\dagger a_l$ has rank $r_l$, with $a_l$ the $(2l+1)\times N$ array of the $a_{lm}(\mathbf K)$. Away from poles,

$$\dot M=-I-\sum_{l\le L}\frac{n_l}{R^2}W_l=-S(E). \tag{4}$$

By (c), a non-spherical $\Delta V$ in the sphere destroys (4). Also,

$$Q_E(g,\phi_{\mathbf K})=0\quad\text{for every }g\text{ that vanishes outside and at }R. \tag{5}$$

A root has $\det M=0$. A pole $E_p$ is a zero of some $u_l(R,E)$, $l\le L$, where $D_l=\rho/\delta+\text{analytic}$, $\delta=E-E_p$, $\rho>0$. For $E_1<E_2$ with no pole in $[E_1,E_2]$, the increasingly ordered eigenvalues $\lambda_i$ of $M$ obey

$$\lambda_i(E_2)-\lambda_i(E_1)\le-s\,(E_2-E_1), \tag{6}$$

also with $s$ replaced by the smallest eigenvalue of $S$ on the interval. With $n_-$ the number of negative eigenvalues, the number of roots below $E$ is

$$N_{\rm root}(E)=n_-(M(E))+\sum_{E_p<E}r_l, \tag{7}$$

assuming that poles of different $l$ do not coincide and no root falls on a pole.

By (d), a simple eigenvalue has $\dot\lambda=-c^\dagger Sc$ for $c^\dagger c=1$. For $Mc=\mu Sc$ with $c^\dagger Sc=1$, a simple root $E^*$ has $\dot\mu=-1$ and, with $\delta=E-E^*$, $E+\mu(E)=E^*+\tfrac12c^\dagger\dot Sc\,\delta^2+O(\delta^3)$.

**(f) In what sense does each zero crossing belong to one band?**

*Solution.* Let $\mathcal V$ be the space of functions that equal $\Omega^{-1/2}\sum c_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}$ outside and, inside, have components $l\le L$ of any radial shape with finite kinetic energy and boundary values $\sum_{\mathbf K}a_{lm}(\mathbf K)c_{\mathbf K}$. This space does not depend on $E$. Its Ritz levels $\epsilon_n$ are the stationary values of $Q_0(f,f)/\langle f|f\rangle$. In the orthonormal Ritz functions $Q_E(f,f)=\sum_n(\epsilon_n-E)|f_n|^2$, so the number $N_{\rm Ritz}(E)$ of levels below $E$ is the largest dimension of a subspace on which $Q_E$ is negative definite.

Let $\mathcal V_0$ be the subspace with $c=0$. If $E$ is not a pole, any $f\in\mathcal V$ is $\sum c_{\mathbf K}\phi_{\mathbf K}(E)+g$ with $g\in\mathcal V_0$, because the APW sum has the same exterior and the same boundary values as $f$. By (5) the cross terms vanish:

$$Q_E(f,f)=c^\dagger M(E)c+Q_E(g,g).$$

The form is a direct sum, so the dimensions of its negative subspaces add. The Ritz functions of $\mathcal V_0$ solve the radial equation with $u_l(R)=0$. Their levels are the poles, each $(2l+1)$-fold, and

$$N_{\rm Ritz}(E)=n_-(M(E))+\sum_{E_p<E}(2l+1). \tag{8}$$

Compare (7). Between poles the two counts jump together, so every root is a Ritz level with the same multiplicity. Across a pole $N_{\rm Ritz}$ jumps by $2l+1-r_l$ while $N_{\rm root}$ is constant. These extra levels can be written down. Take $g=u_l(r,E_p)\sum_mb_mY_{lm}$ with $b$ orthogonal to every column of $a_l$, which allows $2l+1-r_l$ independent choices. For $f\in\mathcal V$, (1) gives $Q_{E_p}(f,g)=\tfrac12R^2u_l'(R)\,(a_lc)^\dagger b=0$, so $g$ is a Ritz function that no plane wave of the set couples to, and the determinant does not see it.

For $L\to\infty$ the functions of $\mathcal V$ are continuous Bloch functions, hence admissible trial functions, and the min–max principle gives $\epsilon_n\ge E_n(\mathbf k)$, the $n$-th band energy of the muffin-tin Hamiltonian. Adding vectors $\mathbf K$ enlarges $\mathcal V$, so at fixed $L$ the $\epsilon_n$ cannot rise. The true form of "once per band" is then this: as long as every pole below the energy considered has $r_l=2l+1$, the $n$-th root is the $n$-th Ritz level, it belongs to the ordered eigenvalue $i=n-\sum_{E_p<\epsilon_n}r_l$, and for $L\to\infty$ it bounds the $n$-th band from above.

For finite $L$ the trial functions jump at $R$ and the bound can fail. Here $M_L=M_\infty-\tfrac12\sum_{l>L}D_lW_l$. If $l(l+1)/2r^2+V-E>0$ throughout the sphere, the integrand of $Q^{\rm sph}_E(u_lY_{lm},u_lY_{lm})$ is positive, and (1) equates this integral to $\tfrac12R^2u_l(R)^2D_l$, so $D_l>0$ and channel $l$ has no pole. Then $M_L\le M_\infty$, $n_-$ is no smaller, and by (7) truncation can lower the roots but not raise them. The empty lattice with one vector $\mathbf K=\mathbf k\ne0$ in the first Brillouin zone, where $K^2/2$ is the lowest band $E_1(\mathbf k)$, shows the failure. For $V=0$, $L\to\infty$ and $E=K^2/2$ the APW is the plane wave itself, so $M_\infty=0$, $S=1$, and the root is the band energy, crossed with slope $-1$. For finite $L$ with $(L+1)(L+2)>K^2R^2$ the omitted terms are positive, $M_L(K^2/2)<0$, and the root lies below $K^2/2$. By (8) at least one Ritz level then lies below $K^2/2$, so $\epsilon_1<E_1(\mathbf k)$.

**(g) Apply the results to a model: simple cubic, $a=6$ bohr, $R=2.5$ bohr, $V=-V_0(1-r^2/R^2)^2$ with $V_0=2$ Ha, $\mathbf k=(0.35,0.2,0.1)\,2\pi/a$, the 98 vectors with $K\le3$ bohr$^{-1}$, $L=8$, window $-2$ to $1$ Ha.**

*Solution.* Values are taken from the numerical output below, except one perturbative estimate that is marked as such. The diagonal of $I$ is $1-4\pi(2.5)^3/(3\cdot216)=1-0.303009=0.696991$, and $s=1.91\times10^{-4}$.

At $E=0.3$ Ha, $n_0=4.890903$ bohr$^3$, so $-2n_0/R^2=-9.781806/6.25=-1.565089$ bohr$^{-1}$Ha$^{-1}$, the value found by finite differences of $D_0$. For $l=1$ and $2$ the two routes give $-5.208890$ and $-1.041659$. For $\mathbf G=0$, $K^2/2=\tfrac12(0.1725)(2\pi/6)^2=0.094584$ Ha. The interstitial term is $(0.094584-0.3)(0.696991)=-0.143173$ Ha, and $M_{00}=-0.140789$ Ha leaves $0.002384$ Ha for the surface sum. The overlap is $S_{00}=1.184131$, of which $1.184131-0.696991=0.487140$ lies in the sphere, against $0.303009$ for a plane wave, and the finite-difference $\dot M_{00}$ is $-1.184131$. For the pair $\mathbf G=0$ and $(-1,0,0)\,2\pi/a$, $I_{01}=-0.140190$. Plane waves would cancel this in the sphere, but the APWs add $-0.115779$, giving $S_{01}=-0.255969$, and $\dot M_{01}=+0.255969$. Equation (4) makes $\dot M$ negative definite as a matrix, and single off-diagonal elements may rise.

Equation (4) was tested for the whole matrix, with $S$ from three-dimensional quadrature of the APWs. The largest element of $\dot M+S$, relative to the largest element of $S$, is $2.0\times10^{-12}$ at $-1$ Ha, $6.8\times10^{-12}$ at $0.3$ Ha and $3.9\times10^{-8}$ at $0.65313$ Ha, a distance $d=0.05$ Ha below a pole. The five-point difference formula with step $h$ has leading error $h^4D^{(5)}/30$. For $\rho/\delta$ this is $4\rho h^4/d^6$, or $4(h/d)^4$ relative to the slope $\rho/d^2$, and the last figure corresponds to $h/d\approx0.01$. Adding $\Delta V=0.5\,{\rm Ha}\,(z/R)(1-r^2/R^2)$ raises the largest element of $\dot M+S$ at $0.3$ Ha to $0.0383$, which confirms the failure found in (c).

Inequality (6) was tested for all 98 eigenvalues on a scan of the three intervals. The flattest slope is $-3.51\times10^{-4}$, steeper than the bound $-1.91\times10^{-4}$. It is flatter than the smallest eigenvalue of $S$ at the three sampled energies ($3.70$, $3.83$, $3.87\times10^{-4}$), so by the sharper form of (6) that eigenvalue falls to $3.51\times10^{-4}$ or less somewhere in the window. The three samples rise with $E$, but this eigenvalue need not be monotone in $E$, so they do not by themselves locate its minimum.

The poles are an $s$ pole at $-0.403608$ Ha ($\rho=0.24553$ Ha/bohr, rank 1) and a $p$ pole at $0.703126$ Ha ($\rho=0.74178$ Ha/bohr, rank 3). Across them $n_-$ goes $1\to0$ and $8\to5$. Equation (7) gives $3+1=4$ roots below $0.3$ Ha and $10+4=14$ below $1$ Ha, the numbers of bands in a reference calculation with 1246 plane waves. The eigenvalue $\lambda_1$ crosses zero twice, at band 1 ($-0.514969$ Ha, $-14.013$ eV) and, past the $s$ pole, at band 2 ($0.076147$ Ha, $2.072$ eV). The eigenvalues $\lambda_6,\lambda_7,\lambda_8$ give bands 7 to 9 below the $p$ pole ($n=i+1$) and bands 10 to 12 above it ($n=i+4$). Between the two poles 8 eigenvalues cross and the other 90 stay positive.

The slopes $-c^\dagger Sc$ at the roots, tested against finite differences, range from $-1.04$ to $-1.63$. Band 1 has $0.95273$ of its norm in the sphere, so $c^\dagger Ic=1.62741\times0.04727=0.0769$. The slope of $\mu$ is $-1.000000$ at bands 1 and 2. The step $E\to E+\mu$ from $0.11$ Ha has errors $3.4\times10^{-2}$, $5.5\times10^{-4}$, $1.3\times10^{-7}$ Ha, and the ratios of each error to the square of the previous one, about $0.48$ and $0.43$ Ha$^{-1}$ when formed from these two-digit figures, are nearly constant, as (d) requires; by (d) their limit is $\tfrac12|c^\dagger\dot Sc|$ at the root.

A linear diagonalization in $\mathcal V$, with polynomials spanning the radial freedom, reproduces the 14 roots to $10^{-13}$ Ha. The roots for $L=16$ lie $8.7\times10^{-6}$ to $8.5\times10^{-5}$ Ha above the plane-wave levels, and those of a 28-vector basis lie higher again, for band 4 by $0.279525-0.275871=3.7\times10^{-3}$ Ha above the reference. The reference is itself an upper bound for this model, lacking the plane waves beyond 7 bohr$^{-1}$, and it moved by up to $9.9\times10^{-7}$ Ha from the 787-wave set. A second-order estimate for the waves between 7 and 12 bohr$^{-1}$ lowers its levels by a further $6\times10^{-8}$ to $4\times10^{-7}$ Ha, which moves the second digit of the range just quoted (the upper end becomes $8.6\times10^{-5}$ Ha). Going from $L=16$ to $L=8$ lowers the roots by $7.6\times10^{-7}$ Ha at most, less than the basis error, so the $L=8$ roots stay above the reference here. This is so although the worst APW jumps at $R$ by at least $0.475$ of the plane-wave amplitude for $L=8$ (the largest value on the angular grid). By $\dot\lambda=-c^\dagger Sc$, the truncation lowers a root to first order by $\tfrac12\sum_{l>L}D_l\,c^\dagger W_lc/c^\dagger Sc$, quadratic in the omitted components of the eigenfunction. Two things can make it small, little weight on the longest $\mathbf K$ and cancellation among the terms of different $\mathbf K$ in $c^\dagger W_lc$; their shares are not separated here.

**(h) Repeat the count at $\mathbf k=0$ with the seven vectors $\mathbf G=0$ and $\pm\hat x,\pm\hat y,\pm\hat z$ times $2\pi/a$, up to $2.5$ Ha.**

*Solution.* The window now holds two more poles, $d$ at $1.924638$ Ha and a second $s$ at $2.123712$ Ha. For $l=2$ the column $\mathbf G=0$ of $a_2$ vanishes because $j_2(0)=0$. The real harmonics $xy$, $yz$, $zx$ vanish on the three axes, so three rows of $a_2$ are zero. The harmonics $x^2-y^2$ and $3z^2-r^2$ take the values $(1,-1,0)$ and $(-1,-1,2)$ on the unit axes, which are independent, so $r_2=2$ provided $j_2(GR)\ne0$, and the computed rank is 2.

Across the four poles $n_-$ goes $1\to0$, $6\to3$, $7\to5$, $5\to4$, and it is 6 at $2.5$ Ha. The intervals therefore hold $1$, $6-0=6$, $7-3=4$, $5-5=0$ and $6-4=2$ roots. They are $-0.51993$; then $0.14303$, $0.32089$ (threefold), $0.49720$ (twofold); then $0.86661$, $1.11667$ (threefold); none; and $2.14911$ Ha (twofold). Equation (7) gives $6+(1+3+2+1)=13$ roots from a $7\times7$ matrix, and (8) gives $6+(1+3+5+1)=16$ Ritz levels, the number found by linear diagonalization. Just below the $d$ pole all seven eigenvalues are negative, so no further root can occur until a pole sends some back to $+\infty$. The three missing levels sit at $1.924638$ Ha and are the $xy$, $yz$, $zx$ states of a sphere with a hard wall. From there to the top of the window the $n$-th root is the Ritz level $n+3$, so counting roots alone misnumbers the Ritz levels once a pole of deficient rank has been passed. These are the levels of a seven-wave basis, and they need not lie close to the bands of the crystal. Vectors of the $(1,1,0)$ shell, on which these three harmonics are nonzero and independent, would raise $r_2$ to 5 if $j_2$ does not vanish there.

## Numbers as computed

```
a = 6.0 bohr, R = 2.5 bohr, V0 = 2.0 Ha, Omega = 216.0 bohr^3, k = [0.35 0.2  0.1 ] 2pi/a
APWs: 98 (|K|<=3/bohr), 28 (|K|<=2/bohr); L = 8; window -2.0 to 1.0 Ha
I diagonal = 0.696991, smallest eigenvalue of I = 1.9127e-04
largest relative jump of an APW at R: 4.75e-01 (L=8), 5.12e-05 (L=16)
At E = 0.3 Ha: l, D_l (1/bohr), n_l (bohr^3), -2n_l/R^2, FD dD/dE (1/(bohr Ha))
  0   0.501272   4.890903  -1.565089  -1.565089
  1  -1.064832  16.277780  -5.208890  -5.208890
  2   0.372802   3.255185  -1.041659  -1.041659
E = -1.00000 Ha: max|dM/dE+S|/max|S| = 2.0e-12, min eig S = 3.7029e-04
E = 0.30000 Ha: max|dM/dE+S|/max|S| = 6.8e-12, min eig S = 3.8338e-04
E = 0.65313 Ha: max|dM/dE+S|/max|S| = 3.9e-08, min eig S = 3.8697e-04
two shortest K: G = [0 0 0], [-1  0  0] 2pi/a
[00] at 0.3 Ha: M = -0.140789 Ha, I = 0.696991, S = 1.184131, FD dM/dE = -1.184131
[01] at 0.3 Ha: M = 0.145916 Ha, I = -0.140190, S = -0.255969, FD dM/dE = 0.255969
adding 0.5 Ha (z/R)(1-r^2/R^2) in the sphere: max|dM/dE+S| = 0.0383
flattest slope of any eigenvalue of M on the scan = -3.5073e-04
poles, general k:
  pole l=0: -0.403608 Ha, rho = 0.24553 Ha/bohr, rank 1, n- 1 -> 0
  pole l=1: 0.703126 Ha, rho = 0.74178 Ha/bohr, rank 3, n- 8 -> 5
count at 0.3 Ha: n- = 3, pole ranks = 1, plane-wave bands below = 4
count at 1.0 Ha: n- = 10, pole ranks = 4, plane-wave bands below = 14
plane waves: 1246 (7/bohr), change from 787 (6/bohr) = 9.9e-07 Ha; max|root-Ritz| = 9.2e-14 Ha
band, root L=8, root L=16, root small basis, plane wave (Ha), index i, -cSc
  1 -0.514969 -0.514969 -0.514246 -0.514977   1  -1.62741
  2  0.076147  0.076147  0.077338  0.076126   1  -1.09570
  3  0.188321  0.188321  0.190352  0.188281   2  -1.16412
  4  0.275925  0.275926  0.279525  0.275871   3  -1.23879
  5  0.418045  0.418045  0.420983  0.418003   4  -1.18782
  6  0.454772  0.454772  0.455712  0.454749   5  -1.11173
  7  0.567659  0.567659  0.568897  0.567621   6  -1.06865
  8  0.667795  0.667796  0.670387  0.667738   7  -1.09614
  9  0.695373  0.695374  0.697557  0.695328   8  -1.10857
 10  0.767691  0.767691  0.770339  0.767620   6  -1.07486
 11  0.837344  0.837344  0.839988  0.837288   7  -1.08147
 12  0.912118  0.912119  0.914245  0.912048   8  -1.05350
 13  0.927406  0.927406  0.928935  0.927360   9  -1.03982
 14  0.941594  0.941595  0.944896  0.941509  10  -1.06643
max(L16-L8) = 7.6e-07 Ha; L16 minus plane wave: 8.7e-06 to 8.5e-05 Ha
bands 1 and 2 (L=8): -14.0130 eV, 2.0721 eV
band 1: dmu/dE at root = -1.000000, sphere share = 0.95273
band 2: dmu/dE at root = -1.000000, sphere share = 0.39843
E <- E+mu for band 2 from 0.11 Ha, errors (Ha):
  3.4e-02 5.5e-04 1.3e-07 5.6e-15 6.1e-15
Gamma, 7 APWs, window to 2.5 Ha:
  pole l=0: -0.403608 Ha, rho = 0.24553 Ha/bohr, rank 1, n- 1 -> 0
  pole l=1: 0.703126 Ha, rho = 0.74178 Ha/bohr, rank 3, n- 6 -> 3
  pole l=2: 1.924638 Ha, rho = 1.48866 Ha/bohr, rank 2, n- 7 -> 5
  pole l=0: 2.123712 Ha, rho = 1.99870 Ha/bohr, rank 1, n- 5 -> 4
  roots 13, Ritz levels 16, uncoupled levels at poles 3, n-(top) 6
  roots (Ha) x multiplicity: -0.51993x1, 0.14303x1, 0.32089x3, 0.49720x2, 0.86661x1, 1.11667x3, 2.14911x2
```
